# Multipole Polarizabilities and Dispersion Interaction of Quantum Drude Oscillators, part 1

(Sections cited here and not found follow in the second part.)

A particle of charge $-q$ and mass $m$ is tied by the potential $\tfrac12 m\omega^2 r^2$ to a core of charge $+q$ held fixed at the origin. This neutral object is the quantum Drude oscillator, and the mobile particle is the drudon. The spring replaces the Coulomb attraction between the drudon and its own core, while all other charges act on both through Coulomb's law. Gaussian or atomic units are used. In SI every Coulomb energy of two charges carries the factor $1/4\pi\varepsilon_0$, so $q^2$ becomes $q^2/4\pi\varepsilon_0$ in the interaction energies and in polarizabilities expressed as powers of length, while the coupling to an applied field and the energy shift it causes keep the form written here. In a uniform field $G$ along $z$ the core has no energy at the origin and the drudon gains $+qGz$. Completing the square gives

$$\tfrac12 m\omega^2 z^2+qGz=\tfrac12 m\omega^2\Big(z+\frac{qG}{m\omega^2}\Big)^2-\frac{q^2G^2}{2m\omega^2}.$$

The well is only displaced, so every level moves down by the last term. Written as $-\tfrac12\alpha_1G^2$, it gives the dipole polarizability $\alpha_1=q^2/m\omega^2$, which contains no $\hbar$.

A quadrupolar field is exactly solvable too. With $\rho_\perp^2=x^2+y^2$, the coupling $+qG\,(z^2-\tfrac12\rho_\perp^2)$ changes the spring constants. Setting $\gamma=qG/m\omega^2$, the $z$ frequency becomes $\omega\sqrt{1+2\gamma}$ and the $x$ and $y$ frequencies become $\omega\sqrt{1-\gamma}$. With $\sqrt{1+\xi}=1+\tfrac12\xi-\tfrac18\xi^2+\dots$ the zero-point energy shifts by

$$\frac{\hbar\omega}{2}\Big[\sqrt{1+2\gamma}+2\sqrt{1-\gamma}-3\Big]=\frac{\hbar\omega}{2}\Big[\gamma-\gamma-\tfrac18(4+2)\gamma^2+\dots\Big]=-\tfrac38\hbar\omega\gamma^2+\dots$$

Equating this to $-\tfrac12\alpha_2G^2$ gives $\alpha_2=\tfrac34\hbar q^2/m^2\omega^3=\tfrac34(\hbar/m\omega)\alpha_1$. This response is proportional to $\hbar$. A classical drudon at rest sits at the origin, where the quadrupolar field exerts no force, and only the zero-point spread of the drudon feels it.

Completing squares fails for cubic and higher couplings, and the general case rests on a property of the oscillator that both examples share. The ground state is $\psi_0\propto e^{-r^2/4s}$ with

$$s=\frac{\hbar}{2m\omega},$$

so that $\psi_0^2$ is a Gaussian of variance $s$ along each axis, and $\hbar^2/2m=\hbar\omega s$. For any polynomial $P(\mathbf r)$ the product rule and $\nabla\psi_0=-(\mathbf r/2s)\psi_0$ give $\nabla^2(P\psi_0)=\psi_0\nabla^2P-(\mathbf r\cdot\nabla P)\psi_0/s+P\nabla^2\psi_0$. The last term combines with the potential to give $E_0P\psi_0$, and therefore

$$(H-E_0)\,P\psi_0=\hbar\omega\,\big(\mathbf r\cdot\nabla P-s\nabla^2P\big)\psi_0. \tag{1}$$

If $P$ is homogeneous of degree $l$, Euler's theorem gives $\mathbf r\cdot\nabla P=lP$. If it is also harmonic, $\nabla^2P=0$, then $P\psi_0$ is an exact eigenstate with excitation energy $l\hbar\omega$. Potentials of distant charges are harmonic, so each multipole order of such a potential excites exactly one level.

The harmonic polynomials needed here come from the potential of a unit charge at $R\hat{\mathbf z}$. For $r<R$, with $c=\cos\theta$,

$$\frac{1}{|R\hat{\mathbf z}-\mathbf r|}=\frac1R\Big(1-2c\frac rR+\frac{r^2}{R^2}\Big)^{-1/2}=\sum_{L=0}^\infty\frac{S_L(\mathbf r)}{R^{L+1}},\qquad S_L=r^LP_L(c), \tag{2}$$

where the expansion in $r/R$ defines the Legendre polynomials $P_L$. The series is the Taylor series of the left side in $x,y,z$, so $S_L$ is a homogeneous polynomial of degree $L$. The left side is harmonic near the origin, and $\nabla^2$ sends degree $L$ to degree $L-2$, so terms of different $L$ cannot cancel and $\nabla^2S_L=0$ for each $L$. On the axis the left side is $1/(R-z)$, so $S_L=z^L$ there. Axial symmetry and harmonicity fix the rest. With $\nabla^2\rho_\perp^2=4$ and $\nabla^2\rho_\perp^4=16\rho_\perp^2$, the form $z^2+b\rho_\perp^2$ needs $2+4b=0$, the form $z^3+bz\rho_\perp^2$ needs $6+4b=0$, and $z^4+bz^2\rho_\perp^2+b'\rho_\perp^4$ needs $12+4b=0$ and $2b+16b'=0$. Thus

$$S_1=z,\quad S_2=z^2-\tfrac12\rho_\perp^2,\quad S_3=z^3-\tfrac32z\rho_\perp^2,\quad S_4=z^4-3z^2\rho_\perp^2+\tfrac38\rho_\perp^4 .$$

The multipole operator about the core is $Q_l=-qS_l(\mathbf r)$ for $l\ge1$, the core contributing nothing because $S_l(0)=0$. The two couplings solved above are $-GQ_1$ and $-GQ_2$. The polarizability at imaginary frequency $iu$ is defined by

$$\alpha_l(iu)=2\sum_{n\ne0}\frac{\Delta E_n\,|\langle n|Q_l|0\rangle|^2}{\Delta E_n^2+\hbar^2u^2}, \tag{3}$$

with $\Delta E_n=E_n-E_0$. At $u=0$ second-order perturbation theory for $-GQ_l$ gives the shift $-G^2\sum_n|\langle n|Q_l|0\rangle|^2/\Delta E_n=-\tfrac12\alpha_lG^2$, the convention used above. The ground state is spherical, so the choice of the $z$ axis does not matter. For $l\ge3$ the coupling outgrows the spring at large $r$ in directions where it is negative, so the Hamiltonian with a pure $S_l$ field has no ground state, and $\alpha_l$ is defined as the second-order coefficient only. By (1) the vector $Q_l|0\rangle$ lies wholly in the level $l\hbar\omega$, so the squared matrix elements within that level add up to $q^2\langle S_l^2\rangle$ and all others vanish. Angle brackets denote the average over $\psi_0^2$.

That average factorizes into a radial and an angular part. For $I_n=\int_0^\infty r^ne^{-r^2/2s}dr$, integration by parts with $re^{-r^2/2s}=-s\,\partial_re^{-r^2/2s}$ gives $I_{n+2}=(n+1)sI_n$, so $\langle r^{2l}\rangle=I_{2l+2}/I_2=(2l+1)(2l-1)\cdots3\,s^l=(2l+1)!!\,s^l$. For the angular part, $S_l\psi_0$ and $S_{l'}\psi_0$ have different energies when $l\neq l'$ and are orthogonal. Their radial overlap is positive, so $\int_{-1}^1P_lP_{l'}\,dc=0$. Squaring (2) with $t=r/R$ and integrating then gives

$$\sum_lt^{2l}\int_{-1}^1P_l^2\,dc=\int_{-1}^1\frac{dc}{1-2ct+t^2}=\frac1t\ln\frac{1+t}{1-t}=\sum_l\frac{2\,t^{2l}}{2l+1},$$

so the angular mean of $P_l^2$ is $1/(2l+1)$ and

$$\langle S_l^2\rangle=(2l-1)!!\,s^l. \tag{4}$$

Inserting (4) and $\Delta E=l\hbar\omega$ in (3), and using $2s/\hbar\omega=1/m\omega^2$,

$$\alpha_l(iu)=\alpha_l\,\frac{(l\omega)^2}{(l\omega)^2+u^2},\qquad \alpha_l=\frac{2q^2(2l-1)!!\,s^l}{l\hbar\omega}=\frac{q^2}{m\omega^2}\,\frac{(2l-1)!!}{l}\Big(\frac{\hbar}{2m\omega}\Big)^{l-1}. \tag{5}$$

For $l=1$ this is $q^2/m\omega^2$. For $l=2$ the factor is $\tfrac32\cdot\tfrac12=\tfrac34$, as the exact solution gave, and for $l=3$ it is $\tfrac{15}{3}\cdot\tfrac14$, so $\alpha_3=\tfrac54(\hbar/m\omega)^2\alpha_1$. Each $\alpha_l$ has dimension length to the power $2l+1$. Its meaning is seen with a point charge $e$ at $R\hat{\mathbf z}$. By (2) the core and drudon together have the energy $qe/R-qe\sum_lS_l/R^{l+1}=\sum_{l\ge1}eQ_l/R^{l+1}$, and since different $l$ reach orthogonal states, the second-order energy has the expansion $-\tfrac12e^2\sum_l\alpha_l/R^{2l+2}$ in powers of $1/R$. This expansion is asymptotic and does not converge, because the double factorial in $\alpha_l$ outgrows any power of $R$. The parameters cancel in $\alpha_2^2/\alpha_1\alpha_3=(9/16)/(5/4)=9/20$.

The clamped core matters for $l\ge2$. A free core of mass $M$ sits at $-m\mathbf r/(M+m)$ from the centre of mass and the drudon at $+M\mathbf r/(M+m)$, where $\mathbf r$ is the relative coordinate. Homogeneity of $S_l$ then gives $Q_l=q\{[-m/(M+m)]^l-[M/(M+m)]^l\}S_l(\mathbf r)$. The dipole is unchanged, but the even multipoles vanish for $M=m$, so (5) and the ratios below hold for $M\gg m$.

Now place core A at the origin and core B at $R\hat{\mathbf z}$, with drudon 1 at $\mathbf r_1$ and drudon 2 at $R\hat{\mathbf z}+\mathbf r_2$. The oscillators may differ, with parameters $q_i,m_i,\omega_i,s_i$. The drudons are distinguishable, each bound to its own core, so there is no exchange. The coupling is the instantaneous Coulomb interaction, which requires $R\ll c_0/\omega$ with $c_0$ the speed of light, so that light crosses the gap within a small part of an oscillation period. The four pairs of charges give

$$V=q_1q_2\Big[\frac1R+\frac1{|R\hat{\mathbf z}-(\mathbf r_1-\mathbf r_2)|}-\frac1{|R\hat{\mathbf z}-\mathbf r_1|}-\frac1{|R\hat{\mathbf z}-(-\mathbf r_2)|}\Big], \tag{6}$$

in the order core with core, drudon with drudon, drudon 1 with core B, drudon 2 with core A. Applying (2) to the last three terms gives $V=\sum_LV_L/R^{L+1}$. At $L=0$ the bracket is $1+1-1-1=0$, and for $L\ge1$

$$V_L=q_1q_2\big[S_L(\mathbf r_1-\mathbf r_2)-S_L(\mathbf r_1)-S_L(-\mathbf r_2)\big]. \tag{7}$$

Split the polynomial $S_L(\mathbf r_1-\mathbf r_2)$ into pieces $S^{(l_1,l_2)}$ of degree $l_1$ in $\mathbf r_1$ and $l_2=L-l_1$ in $\mathbf r_2$. Setting $\mathbf r_2=0$ shows that $S^{(L,0)}=S_L(\mathbf r_1)$, and setting $\mathbf r_1=0$ shows that $S^{(0,L)}=S_L(-\mathbf r_2)$. The subtractions in (7) remove exactly these two, which expresses the neutrality of each oscillator. Hence $V_1=0$ and $V_L=q_1q_2\sum_{l_1=1}^{L-1}S^{(l_1,L-l_1)}$. The first survivor is the cross term of $S_2$, the dipole coupling $V_2=q_1q_2(x_1x_2+y_1y_2-2z_1z_2)$.

Every piece is harmonic in each argument. The Laplacian $\nabla_1^2$ acting on $S_L(\mathbf r_1-\mathbf r_2)$ gives $(\nabla^2S_L)(\mathbf r_1-\mathbf r_2)=0$, and it sends bidegree $(l_1,l_2)$ to $(l_1-2,l_2)$, so the pieces must vanish separately. The same holds for $\nabla_2^2$. By (1), applied to each oscillator with the other coordinate fixed, $S^{(l_1,l_2)}\Psi_0$ with $\Psi_0=\psi_0(\mathbf r_1)\psi_0(\mathbf r_2)$ is an eigenstate of $H_1$ with excitation $l_1\hbar\omega_1$ and of $H_2$ with excitation $l_2\hbar\omega_2$. Two pieces with different $(l_1,l_2)$ differ in at least one of these eigenvalues and are orthogonal, even when their total energies coincide, as they do for identical oscillators at equal $L$. They are also orthogonal to $\Psi_0$, so $\langle V_L\rangle=0$ and the first-order energy vanishes at every power of $1/R$.

The norms of the pieces follow from (4) without any angular-momentum algebra. Completing the square in a Gaussian integral gives $\langle e^{i\mathbf k\cdot\mathbf r}\rangle=e^{-k^2s/2}$, so $\mathbf d=\mathbf r_1-\mathbf r_2$ has $\langle e^{i\mathbf k\cdot\mathbf d}\rangle=e^{-k^2(s_1+s_2)/2}$ and is an isotropic Gaussian variable of variance $s_1+s_2$ per axis. Equation (4) used only the Gaussian form, so it applies to $\mathbf d$, and orthogonality removes the cross terms between pieces:

$$\sum_{l_1=0}^L\big\langle (S^{(l_1,L-l_1)})^2\big\rangle=(2L-1)!!\,(s_1+s_2)^L=(2L-1)!!\sum_{l_1=0}^L\binom{L}{l_1}s_1^{l_1}s_2^{L-l_1}.$$

Rescaling $\mathbf r_i=\sqrt{s_i}\,\boldsymbol\xi_i$ shows that each term on the left is a pure number times $s_1^{l_1}s_2^{l_2}$. The identity holds for all $s_1$ and $s_2$, so the coefficients match term by term:

$$\big\langle (S^{(l_1,l_2)})^2\big\rangle=(2L-1)!!\binom{L}{l_1}s_1^{l_1}s_2^{l_2}. \tag{8}$$

In Rayleigh–Schrödinger theory with corrections orthogonal to $\Psi_0$, the first correction solves $(H_0-E_0)\Psi^{(1)}=(E^{(1)}-V)\Psi_0$, and $E^{(2)}=\langle\Psi_0|V|\Psi^{(1)}\rangle$. Since $V\Psi_0$ is a sum of eigenstates, $\Psi^{(1)}$ is minus the same sum with each piece divided by its excitation energy. Orthogonality leaves only squares, and

$$E^{(2)}=-\sum_{l_1,l_2\ge1}\frac{C^{(l_1,l_2)}}{R^{2L+2}},\qquad C^{(l_1,l_2)}=\frac{q_1^2q_2^2\,(2L-1)!!\binom{L}{l_1}s_1^{l_1}s_2^{l_2}}{\hbar(l_1\omega_1+l_2\omega_2)}. \tag{9}$$

Products of $V_L$ with $V_{L'}$ for $L\ne L'$, which would include odd powers such as $R^{-7}$, are absent. For identical oscillators every denominator at given $L$ is $L\hbar\omega$, and $\sum_{l_1=1}^{L-1}\binom L{l_1}=2^L-2$, so with $E^{(2)}=-\sum_{L\ge2}C_{2L+2}/R^{2L+2}$,

$$C_{2L+2}=\frac{q^4}{\hbar\omega}\,\frac{(2L-1)!!\,(2^L-2)}{L}\,s^L. \tag{10}$$

The first three numerical factors are $3\cdot2/2=3$, $15\cdot6/3=30$ and $105\cdot14/4=735/2$. For $L=2$, $3s^2q^4/\hbar\omega=\tfrac34\hbar q^4/m^2\omega^3=\tfrac34\alpha_1^2\hbar\omega$. The ratios are $C_8/C_6=10s$ and $C_{10}/C_6=(245/2)s^2$, and $s=\tfrac12\hbar/m\omega$ turns them into

$$C_6=\tfrac34\alpha_1^2\hbar\omega,\qquad C_8=5\,\frac{\hbar}{m\omega}\,C_6,\qquad C_{10}=\frac{245}{8}\Big(\frac{\hbar}{m\omega}\Big)^2C_6. \tag{11}$$

The charge drops out of the ratios because all second-order terms carry $q^4$, and the only length left is the width of the drudon cloud. The expansion parameter is therefore $\hbar/m\omega R^2$, and the $R^{-8}$ term is small against the $R^{-6}$ term when $R^2\gg5\hbar/m\omega$. A heavy drudon at fixed $\alpha_1$ and $\omega$ is a point dipole, and of the second-order terms only $C_6/R^6$ survives; higher orders in the dipole coupling, such as the fourth-order $R^{-12}$ term found below, depend only on $\alpha_1$ and $\omega$ and remain. Eliminating $\hbar/m\omega$ gives $49C_8^2/(40C_6C_{10})=49\cdot25\cdot8/(40\cdot245)=1$. The model has three parameters, and (11) inverts to $\hbar\omega=4C_6/3\alpha_1^2$, $\hbar/m\omega=C_8/5C_6$ and $q^2=m\omega^2\alpha_1$. Once $\alpha_1$, $C_6$ and $C_8$ are matched to some atom, $C_{10}$, $\alpha_2$ and $\alpha_3$ are fixed. These relations are properties of the harmonic spectrum and the Gaussian cloud, and nothing in the derivation obliges a real atom to obey them.

Equation (9) can be written through the polarizabilities. Partial fractions give $1/[(a^2+u^2)(b^2+u^2)]=[1/(a^2+u^2)-1/(b^2+u^2)]/(b^2-a^2)$, and $\int_0^\infty du/(a^2+u^2)=\pi/2a$, so $\int_0^\infty a^2b^2\,du/[(a^2+u^2)(b^2+u^2)]=\pi ab/2(a+b)$, valid at $a=b$ by continuity. With $a=l_1\omega_1$, $b=l_2\omega_2$ and $\alpha_l\,l\omega=2q^2(2l-1)!!\,s^l/\hbar$ from (5),

$$\frac{\hbar}{2\pi}\int_0^\infty\alpha^A_{l_1}(iu)\,\alpha^B_{l_2}(iu)\,du=\frac\hbar4\,\alpha^A_{l_1}\alpha^B_{l_2}\frac{ab}{a+b}=\frac{q_1^2q_2^2(2l_1-1)!!\,(2l_2-1)!!\,s_1^{l_1}s_2^{l_2}}{\hbar(l_1\omega_1+l_2\omega_2)}.$$

Because $(2n-1)!!=(2n)!/2^nn!$, the product $\binom{2L}{2l_1}(2l_1-1)!!\,(2l_2-1)!!$ equals $(2L)!/(2^Ll_1!\,l_2!)=(2L-1)!!\binom L{l_1}$. Comparison with (9) yields the Casimir–Polder form, which for identical oscillators has a closed value:

$$C^{(l_1,l_2)}=\binom{2L}{2l_1}\frac{\hbar}{2\pi}\int_0^\infty\alpha^A_{l_1}\alpha^B_{l_2}\,du\;\longrightarrow\;\binom{2L}{2l_1}\frac{\hbar\omega}{4}\,\frac{l_1l_2}{L}\,\alpha_{l_1}\alpha_{l_2}. \tag{12}$$

The weights are $6$ for $C_6$, $15$ and $15$ for the dipole–quadrupole terms of $C_8$, and $28$, $70$, $28$ for the dipole–octupole, quadrupole–quadrupole and octupole–dipole terms of $C_{10}$. In units of $\alpha_1^2\hbar\omega(\hbar/m\omega)^2$ the last gives $2\cdot28\cdot\tfrac14\cdot\tfrac34\cdot\tfrac54+70\cdot\tfrac14\cdot\tfrac9{16}=\tfrac{420}{32}+\tfrac{315}{32}=\tfrac{735}{32}$, which is $\tfrac34\cdot\tfrac{245}8$.

The multipole polarizabilities and the second-order dispersion coefficients of the Drude oscillator now stand in closed form, linked by the Casimir–Polder formula. It remains to see whether higher orders change $C_6$, $C_8$ and $C_{10}$, in what sense the series in $1/R$ represents the energy, and how the results work out in numbers and for unlike pairs.
